# Why an insulator's exchange-correlation kernel diverges at long wavelength, part 2

We ask where the exchange-correlation kernel \(f=\delta^2E_{xc}/\delta n\,\delta n\) enters the static electronic dielectric constant \(\epsilon_M\) of an insulator, in Hartree atomic units. Responses at wave vector \(\mathbf q\) are matrices in reciprocal lattice vectors: the element \(\mathbf G=\mathbf G'=0\) is the head, the rest of that row and column are the wings, and the remainder is the body. \(\chi_0\) is the Kohn-Sham response, \(P\) the response to the total macroscopic potential, \(\bar v\) the Coulomb kernel without its head, and \(K=\bar v+f\):
\[ P^{-1}=\chi_0^{-1}-\bar v-f . \]
\[ \chi_0=-UM_0U^\dagger,\qquad P=-UMU^\dagger,\qquad U=\mathrm{diag}(-iq,1,1,\dots). \]
\[ M^{-1}=M_0^{-1}+F,\qquad F=U^\dagger KU . \]
\(M\) and \(M_0\), finite as \(q\to0\), are the responses of (dipole, periodic density components); "stable" means positive definite. A uniform macroscopic force \(\mathcal E\) gives the dipole density \(\mathcal P=a\mathcal E\), with \(a=M_{00}\) and \(\epsilon_M=1+4\pi a\). The polarizability at clamped periodic density is
\[ s=M_{00}-M_{0b}M_{bb}^{-1}M_{b0}, \]
where the index \(b\) covers all \(\mathbf G\neq0\). Kohn-Sham values are \(a_0\) and \(s_0\). The exact kernel has \(f_{00}\to\gamma/q^2\) with \(\gamma=1/s-1/s_0\), which contributes the energy \(\tfrac12\gamma\mathcal P^2\) per volume at fixed periodic density.

A kernel bounded as \(q\to0\) has \(\gamma=0\) and \(s=s_0\) and, if stable, obeys \(\epsilon_M\ge1+4\pi s_0\); if the wings of \(M_0\) vanish it cannot move \(\epsilon_M\). Semilocal kernels, from explicit functions of a positive density and its derivatives, are bounded. Adding \(\gamma\) with everything else fixed gives
\[ \frac{4\pi}{\epsilon_M-1}=\frac{4\pi}{\epsilon_M^{(\gamma=0)}-1}+\gamma . \]

Lines marked A in the closing table belong to an earlier example: two electrons per simple cubic cell in the Kohn-Sham potential \(-V_0\sum_i\cos(2\pi x_i/a_L)\), with \(a_L=5\) bohr (printed there as a) and \(V_0=0.4\) Ha. RPA there means \(\bar v\) alone.

**Q.** That shows what semilocal kernels lack. Is there a system where \(\gamma\) is provably nonzero?

**A.** Take spinless fermions at half filling on a chain with sites A and B at spacing one half of the cell length, which is the unit of length:
\[ H=-t\sum_j(c_j^\dagger c_{j+1}+\mathrm{h.c.})+\Delta\sum_{\rm cells}(n_A-n_B)+V\sum_jn_jn_{j+1}. \]
The only periodic density variable is \(D=n_A-n_B\) per cell, so \(M\) is \(2\times2\) with indices 0 (dipole) and 1 (\(D\)). The Hartree kernel of \(V\) has finite range and is bounded, so any \(\gamma\) is exchange-correlation. Inversion about a site reverses the dipole and preserves \(D\), so \(M_{01}=0\) and no bounded kernel can change \(a\).

To first order in \(V\), the energy at given \((\mathcal P,D)\) is the non-interacting one plus the expectation value of the interaction in the Kohn-Sham determinant, because the change of the constrained minimizer enters at second order. Wick's theorem gives \(\langle n_jn_l\rangle=n_jn_l-|\langle c_j^\dagger c_l\rangle|^2\). The first term is fixed by \(D\), and the second gives \(E_x=-V(b_+^2+b_-^2)\) per cell, with \(b_\pm\) the bond orders to the right and left of A.

With Bloch phases taken at the true site positions, \(h(k)=\mathbf h\cdot\boldsymbol\sigma\), \(\mathbf h=(\eta,0,\Delta)=\varepsilon(\sin\theta,0,\cos\theta)\), \(\eta=-2tC\), \(\varepsilon^2=\Delta^2+4t^2C^2\), \(C=\cos(k/2)\), \(S=\sin(k/2)\). The force adds \(-\mathcal E\,i\partial_k\). The occupied projector \(\tfrac12(1+\mathbf m\cdot\boldsymbol\sigma)\) commutes with the Hamiltonian; since \([\mathbf h\cdot\boldsymbol\sigma,\mathbf m\cdot\boldsymbol\sigma]=2i(\mathbf h\times\mathbf m)\cdot\boldsymbol\sigma\), this reads \(\mathbf h\times\mathbf m=\tfrac12\mathcal E\,\partial_k\mathbf m\). At zeroth order \(\mathbf m=-\mathbf h/\varepsilon\), whose derivative is \(\theta'(-\cos\theta,0,\sin\theta)\). Because \(\mathbf h\times\hat y=\varepsilon(-\cos\theta,0,\sin\theta)\), the first-order term is \(m_y=\mathcal E\theta'/2\varepsilon\), and \(\tan\theta=\eta/\Delta\) gives \(\theta'=\Delta\eta'/\varepsilon^2=\Delta tS/\varepsilon^2\). The bond orders are the zone averages \(b_\pm=\langle e^{\pm ik/2}(m_x+im_y)/2\rangle\). The imaginary parts are odd in \(k\) and vanish, leaving \(b_\pm=\bar b\mp\mathcal E\delta\) with
\[ b=\bar b(\mathcal E=0)=t\left\langle\frac{C^2}{\varepsilon}\right\rangle,\qquad \delta=\frac{\Delta t}{4}\left\langle\frac{S^2}{\varepsilon^3}\right\rangle . \]
The interband element of \(i\partial_k\) has size \(\theta'/2\), as for any two-component spinor rotated by \(\theta\), and the excitation energy is \(2\varepsilon\). The second-order energy \(-\mathcal E^2\langle\theta'^2/8\varepsilon\rangle\) equals \(-\tfrac12a\mathcal E^2\), so
\[ a=\frac{\Delta^2t^2}{4}\left\langle\frac{S^2}{\varepsilon^5}\right\rangle . \]

The mean bond \(\bar b\) shifts at order \(\mathcal E^2\), and this shift is needed at fixed \(D\). Let \(e=e_0(t,\Delta)-\tfrac12a\mathcal E^2\) be the energy per cell. The Hellmann-Feynman theorem gives \(\partial_\Delta e=D\) and \(\partial_te=-2(b_++b_-)=-4\bar b\). Holding \(D\) fixed needs a shift \(d\Delta\) with \(\partial_\Delta^2e_0\,d\Delta=\tfrac12\partial_\Delta a\,\mathcal E^2\). Since \(\partial_\Delta e_0\) is homogeneous of degree zero in \((t,\Delta)\), Euler's relation gives \(\partial_t\partial_\Delta e_0=-(\Delta/t)\partial_\Delta^2e_0\). Then
\[ d\bar b=-\tfrac14\left[\partial_t\partial_\Delta e_0\,d\Delta-\tfrac12\partial_ta\,\mathcal E^2\right]=\frac{\mathcal E^2}{8t}\left[\Delta\,\partial_\Delta a+t\,\partial_ta\right]=-\frac{a\mathcal E^2}{8t}, \]
because \(a\) is homogeneous of degree \(-1\). With \(E_x=-2V(\bar b^2+\mathcal E^2\delta^2)\), the change is \(-V(4b\,d\bar b+2\delta^2\mathcal E^2)=V\mathcal E^2(ba/2t-2\delta^2)\). Setting this equal to \(\tfrac12\gamma\mathcal P^2\) with \(\mathcal P=a\mathcal E\),
\[ \gamma=V\left[\frac{b}{ta}-\frac{4\delta^2}{a^2}\right]\quad\text{to first order in }V . \]
For \(x=t^2/\Delta^2\ll1\), expand \(\varepsilon^{-n}=\Delta^{-n}(1-2nxC^2)\) and use \(\langle C^2\rangle=\langle S^2\rangle=\tfrac12\), \(\langle C^4\rangle=\tfrac38\), \(\langle S^2C^2\rangle=\tfrac18\). This gives \(b=(t/2\Delta)(1-\tfrac32x)\), \(\delta=(t/8\Delta^2)(1-\tfrac32x)\) and \(a=(t^2/8\Delta^3)(1-\tfrac52x)\). The two terms are \((4/x)(1+x)\) and \((4/x)(1+2x)\), so \(\gamma\to-4V\); the integrals give \(-3.99V\) at \(\Delta=30t\). At \(\Delta=t\), \(b=0.2587\), \(\delta=0.06469/t\) and \(a=0.04952/t\), so \(\gamma/V=5.22-6.83\), or \(-1.60\) before rounding. Exact diagonalization of a 12-site ring at \(V=\pm0.05t\) gives the slope \(-1.607\), within 0.5% of the formula.

**Q.** What happens beyond first order, at \(V=t\), and what does it do to a dielectric constant?

**A.** Rings of 12, 14 and 16 sites were diagonalized exactly with a boundary twist of \(\pi/2\), and the Kohn-Sham \(\Delta_s\) was fixed by matching \(D\). On a ring the dipole matrix element comes from the velocity \(J=i[H,X]\), whose matrix element \(J_{n0}=i\omega_nX_{n0}\) gives \(X_{n0}=-iJ_{n0}/\omega_n\). To obtain \(\epsilon_M\), let the chain define \(P\) for an array of chains coupled by the macroscopic Coulomb field alone, with \(t=0.05\) Ha, cell length \(c=5\) bohr and area \(A=25\) bohr\(^2\) per chain. The dipole per cell is \(M_{00}c^2\mathcal E\) and the cell volume is \(cA\), so with \(M_{00}\) in units of \(1/t\), \(a=M_{00}/(tA/c)=M_{00}/0.25\), and \(\gamma\) in units of \(t\) is multiplied by 0.25.

For \(\Delta=V=t\), \(D=-0.745\) and \(\Delta_s=1.410t\). The wings vanish, \(s=0.02528/t\) and \(s_0=0.02331/t\), so \(\gamma=(39.56-42.90)\,t\), which is \(-3.345t\) before rounding and \(-0.836\) for the array. Every bounded stable kernel gives \(1+4\pi(0.02331)/0.25=2.172\). The head gives \(4\pi/1.1718-0.836=10.724-0.836=9.888\) and \(\epsilon_M=1+4\pi/9.888=2.271\), the exact value. In this model the whole correction is the \(1/q^2\) term.

The divergence can also be seen directly, by inverting the exact response at the finite \(q\) that fit the rings. There both sites carry the phase of the cell position, which replaces \(X\) by \(X+D/4\). Then \(M\to TMT^T\) with \(T_{00}=T_{11}=1\), \(T_{01}=\tfrac14\), \(T_{10}=0\), and \(F\to T^{-T}FT^{-1}\) leaves \(F_{00}\) unchanged and sends \(F_{01}\) to \(F_{01}-\gamma/4\). With \(w=4\sin^2(q/2)\approx q^2\), the product \(wK_{00}\), where \(K=\chi_0^{-1}-P^{-1}\) includes the bounded Hartree part of \(V\), is \(1.003,\,-0.852,\,-1.408,\,-1.807\) in units of \(t\) at \(w=2,\,1,\,0.753,\,0.586\). A bounded kernel would send it to zero; the cubic through these points reaches \(-3.346t\) at \(w=0\), and the scaled wing \(-(w/\sin q)\,\mathrm{Im}\,K_{01}\), the finite-\(q\) form of \(iqK_{01}\), extrapolates to \(0.8365t\) against \(-\gamma/4=0.8363t\).

**Q.** Is the sign then negative, so that the true crystal is more polarizable at clamped density?

**A.** Not in general. Weaken the intercell hopping to \(t_2=0.4t\) and take \(\Delta=0.2t\), \(V=t\). Now \(s=0.01245/t\) and \(s_0=0.02490/t\), so \(\gamma=80.3t-40.2t\), or \(+40.15t\) before rounding, 10.04 for the array; the finite-\(q\) extrapolation gives \(39.6t\), 1.3% below it. The wing coefficient is \(F_{01}=10.75t\) and the body is \(F_{11}=2.398t\). Although \(\gamma>0\), the exact \(\epsilon_M=6.77\) exceeds the Kohn-Sham 5.44, so the sign of \(\gamma\) does not by itself give the direction of the correction.

The pieces of the kernel cannot be used separately. Write \(m_{ab}\) for the elements of \(M_0\). A body \(\beta\) alone means \(M=M_0-M_0\,\mathrm{diag}(0,\beta)M\). Its 10 element gives \(M_{10}=m_{10}/(1+\beta m_{11})\), and its 00 element gives \(a=m_{00}-\beta m_{01}^2/(1+\beta m_{11})\); substituting \(m_{00}=s_0+m_{01}^2/m_{11}\),
\[ a=s_0+\frac{m_{01}^2/m_{11}}{1+\beta m_{11}} . \]
Here \(m_{01}^2/m_{11}=0.22964^2/0.83029=0.06351\), and the exact body gives \(1+2.3976(0.83029)=2.991\), \(a=0.02490+0.02124=0.04614\), \(\epsilon_M=3.32\). Body and wings without the head give \(1/a=1/0.11488-40.15=-31.45\) and \(\epsilon_M=-0.60\): that truncated matrix is not positive definite, so the system is unstable against polarizing at fixed macroscopic field. For a longitudinal wave along the chains the macroscopic Coulomb energy adds \(4\pi/0.25=50.27\) to \(-31.45\) and restores a positive energy cost. The formula also limits what "needs" can mean. As \(\beta\) runs over the stable range \(\beta>-1/m_{11}\), \(a\) takes every value above \(s_0\), so a negative \(\beta\) could be tuned to reproduce 6.77. It would still have \(s=s_0\), twice the exact value, and so the wrong response matrix. The exact kernel has the \(1/q^2\) head whenever \(s\ne s_0\); the dielectric constant alone demands a divergent part when the Kohn-Sham wings vanish and \(a\neq a_0\), or when \(a<s_0\).

**Q.** Where does the argument fail?

**A.** In three places. In a metal the head of \(\chi_0\) tends to minus the density of states at the Fermi level. For the uniform half-filled chain, two Fermi points with velocity \(2t\) give \(2/(2\pi\cdot2t)=1/(2\pi t)=0.15915/t\) per site, and the k-sum gives \(-0.15916/t\) at \(q=0.0157\) per site spacing. If \(P_{00}\) is finite as well, the inverses carry no \(1/q^2\) and neither does \(f_{00}\). Second, if the interacting system is insulating while its Kohn-Sham system is metallic, the term \(1/s_0\) drops out and \(\gamma=1/s>0\). Third, the boundedness proof uses explicit dependence on \(n\). The chain's exchange energy reaches only to the next site, yet it yields \(\gamma\ne0\), because the bond orders change at fixed \(D\). The kinetic energy of a bond is \(-2tb_\pm\), the lattice counterpart of the kinetic-energy density \(\tau\), so a meta-GGA treated as an implicit density functional is not covered by the proof; its \(\gamma\) has not been computed here.

The numerical check printed below asserts the supercell, k·p, energy-difference, scaling, extrapolation and first-order comparisons; the supercell test checks \(\chi_0\) against a finite perturbation, and the energy-difference test checks the semilocal kernels against second differences of \(E_{xc}\).

## Computed values

```
A: a = 5.0 bohr, V0 = 0.4 Ha, G vectors 123 (subset 57), k mesh 8x4x4
A: indirect gap = 0.2595 Ha = 7.06 eV; min direct gap = 0.3937 Ha
A: a0 (k.p) = 0.07166; -chi0_00/q^2 at q=0.02, 0.01 /bohr: 0.07160, 0.07165
A: odd wing chi0_(100),0/q at q=0.02, 0.01: -0.03181, -0.03182 a.u.
A: density min, mean, max = 8.92e-05, 0.0160, 0.1610 bohr^-3
A: eps no local fields = 1.9005; RPA = 1.6876 (subset 1.6879)
A: s0 = 0.01829 (subset 0.01855); bound 1+4 pi s0 = 1.2299
A ALDA: f_00 at q=0.02, 0.01: -20.0524, -20.0524 Ha bohr^3; s = 0.01829
A ALDA: eps = 1.7953 (subset 1.8104); body shift = +0.1077
A ALDA: head+wing shift at q=0.02, 0.01: -1.257e-04, -3.147e-05; ratio 3.996
A ALDA + gamma/q^2 head, gamma = 0.5: eps = 1.7709
A PBE: f_00 at q=0.02, 0.01: -1.4125, -1.4123 Ha bohr^3; s = 0.01829
A PBE: eps = 1.8167 (subset 1.8166); body shift = +0.1291
A PBE: head+wing shift at q=0.02, 0.01: +2.093e-04, +5.240e-05; ratio 3.994
B first order, Delta=t: b = 0.2587, delta = 0.06469/t, a = 0.04952/t, gamma/V = -1.5998
B first order: exact-diag slope = -1.6069; formula at Delta=30t: -3.9933
B array: t = 0.05 Ha, cell = 5.0 bohr, area = 25.0 bohr^2, t*area/cell = 0.250
B sym: t2 = 1.0t, Delta = 1.0t, V = 1.0t; D = -0.74492; Delta_s = 1.41008t
B sym: M00,M01,M11 = 0.02528, -0.00000, 0.21961 /t
B sym: KS M00,M01,M11 = 0.02331, -0.00000, 0.20038 /t
B sym: s = 0.02528/t, s0 = 0.02331/t; F00,F01,F11 = -3.3453, 0.0000, -0.4369 t
B sym: w = 1.000, 0.753, 0.586, 2.000; w*f00 = -0.8518, -1.4079, -1.8067, 1.0027 t
B sym: extrapolated head -3.3458 t; wing 0.8365 t vs F01-F00/4 = 0.8363 t
B sym: gamma(3D) = -0.8363 a.u.; bound 1+4 pi s0 = 2.1718
B sym: eps KS 2.1718, body only 2.1718, body+wings 2.1718, exact 2.2709
B dim: t2 = 0.4t, Delta = 0.2t, V = 1.0t; D = -0.33981; Delta_s = 0.35189t
B dim: M00,M01,M11 = 0.11488, -0.37628, 1.38233 /t
B dim: KS M00,M01,M11 = 0.08841, -0.22964, 0.83029 /t
B dim: s = 0.01245/t, s0 = 0.02490/t; F00,F01,F11 = 40.1503, 10.7535, 2.3976 t
B dim: w = 1.000, 0.753, 0.586, 2.000; w*f00 = 43.7484, 42.9871, 42.4082, 47.0794 t
B dim: extrapolated head 39.6307 t; wing 0.7044 t vs F01-F00/4 = 0.7159 t
B dim: gamma(3D) = 10.0376 a.u.; bound 1+4 pi s0 = 2.2514
B dim: eps KS 5.4440, body only 3.3189, body+wings -0.5985, exact 6.7743
Metal chain: chi0 at q = 0.0314, 0.0157 /site: -0.15917, -0.15916 /t; -1/(2 pi) = -0.15915
```
